\section*{Partial cancellation of errors in RPA static response: a two-level model, part 1}

(Sections cited here and not found follow in the second part.)

\section{A case with no mystery, and the question it raises}

Take two electrons on two identical sites with hopping $t$, and let them repel each other with the same energy $J$ whether they share a site or not. Hartree atomic units are used throughout. The orbitals are a bonding level $v$ at $-t$ and an antibonding level $c$ at $+t$, with splitting $\Delta=2t$ and transition dipole $d=\langle v|z|c\rangle$. Every pair of electrons costs $J$, so the interaction is $J\,N(N-1)/2$, a constant at fixed electron number $N$.

A static field $F$ along $z$ gives each electron (charge $-1$) the energy $+Fz$. It does not change $N$, so the response is that of independent electrons. Second-order perturbation theory lowers the level $v$ by $F^2d^2/\Delta$; two electrons give $-2F^2d^2/\Delta$, which by definition equals $-\alpha F^2/2$. Hence $\alpha=4d^2/\Delta$ exactly, whatever $J$ is. The charged gap $E_g=E(3)+E(1)-2E(2)$ does depend on $J$. The one-electron energies give $(-t)+(-t)-2(-2t)=2t$ and the pair counts give $J(3+0-2)=J$, so $E_g=\Delta+J$.

The Kohn--Sham (KS) potential is here a constant, and the KS gap is $\Delta$. It falls short of the quasiparticle (QP) gap by $J$, and yet $4d^2/\Delta$ is exact, while $4d^2/(\Delta+J)$, built on the correct gap, is wrong. The field makes an electron and a hole together, and they attract each other by the same $J$.

\emph{Question.} The random-phase approximation (RPA) built on semilocal KS energies often gives electronic (clamped-ion) dielectric constants of semiconductors close to experiment, although the gaps are much too small and the RPA has no electron--hole attraction. How much of the cancellation above survives for a real Coulomb interaction, and what is left over?

\section{The mechanism in a two-level unit}

The unit is centrosymmetric and holds two electrons. Its orbitals are real: $\phi_v$ even and doubly occupied, $\phi_c$ odd and empty. With $(pq|rs)=\int\!\!\int\phi_p\phi_q(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\phi_r\phi_s(\mathbf r')$, define $J=(vv|cc)$, $J_{vv}=(vv|vv)$, $J_{cc}=(cc|cc)$, $K=(vc|vc)$, and for the static screened interaction $W$
\begin{equation}
W_d=(vv|W|cc),\qquad W_x=(vc|W|cv).
\end{equation}
$W_d$ couples two densities of unit charge. $W_x$ couples two transition densities $\rho=\phi_v\phi_c$, which have no net charge. Integrals with an odd number of $c$ indices vanish by parity. The two-body quantities $K$ and $W_x$ are zero in the opening case.

\subsection{Response with and without attraction}

Let the unperturbed levels be split by $\Delta$, and let the occupied orbital in the field be $e^{-i\epsilon_vt}(\phi_v+\kappa\phi_c)$. The density matrix per spin changes, to first order, by $\delta\gamma_{cv}=\kappa$, $\delta\gamma_{vc}=\kappa^*$. The one-particle Hamiltonian changes by
\begin{equation}
\delta f_{pq}=Fz_{pq}+2\sum_{rs}(pq|rs)\,\delta\gamma_{rs}-\sum_{rs}(pr|W|sq)\,\delta\gamma_{rs}.
\end{equation}
The second term is the Hartree response, with 2 for both spins. The third is the change of the screened-exchange self-energy with $W$ held fixed; keeping it is the static Bethe--Salpeter equation (BSE), dropping it is the RPA. In the $cv$ element the Hartree term is $2K(\kappa+\kappa^*)$. The exchange term has $(r,s)=(c,v)$, giving $-W_d\kappa$, and $(r,s)=(v,c)$, giving $-W_x\kappa^*$. The $c$ component of the time-dependent equation is $i\dot\kappa=\Delta\kappa+\delta f_{cv}$, or
\begin{equation}
i\dot\kappa=A\kappa+B\kappa^*+Fd,\qquad A=\Delta+2K-W_d,\quad B=2K-W_x .
\end{equation}
Write $\kappa=x+iy$. The real part is $-\dot y=(A+B)x+Fd$ and the imaginary part is $\dot x=(A-B)y$. Differentiating the second and inserting the first gives $\ddot x=-(A-B)[(A+B)x+Fd]$. The dipole is $p=-2\,d(\kappa+\kappa^*)=-4dx$. For $F\propto\cos\omega t$, $\ddot x=-\omega^2x$, so $x=-(A-B)Fd/(\Omega^2-\omega^2)$ and
\begin{equation}
\alpha(\omega)=\frac{4d^2(A-B)}{\Omega^2-\omega^2},\qquad \Omega^2=(A-B)(A+B).
\label{dyn}
\end{equation}
At $\omega=0$ the factor $A-B$ cancels:
\begin{equation}
\alpha=\frac{4d^2}{D},\qquad D=A+B=\Delta+4K-W_d-W_x .
\label{D}
\end{equation}
The static response is governed by $A+B$, and not by the excitation energy $\Omega$. The attraction that matters is therefore $W_d+W_x$, which differs from the binding energy $\Delta-\Omega$. For the static response a gap error is therefore to be compared with $W_d+W_x$, not with a binding energy.

\subsection{The screened interaction}

$W$ is built in the RPA on KS levels split by $\Delta_{\rm KS}$. A static potential $\delta U$ acting on independent electrons gives $\kappa=-\delta U_{cv}/\Delta_{\rm KS}$ and $\delta n=2\cdot2\kappa\rho$, so $\chi_0(\mathbf r,\mathbf r')=-(4/\Delta_{\rm KS})\rho(\mathbf r)\rho(\mathbf r')$. Let $w$ denote the bare Coulomb interaction. The Dyson equation $W=w+w\chi_0W$ between densities $\mu$ and $\nu$ reads
\begin{equation}
(\mu|W|\nu)=(\mu|\nu)-\frac{4}{\Delta_{\rm KS}}(\mu|\rho)(\rho|W|\nu).
\end{equation}
For $\mu=\nu=\rho$, $W_x=K-4KW_x/\Delta_{\rm KS}$. For $\mu=\phi_v^2$ or $\phi_c^2$, $(\mu|\rho)=0$ by parity. Thus
\begin{equation}
W_x=\frac{K\Delta_{\rm KS}}{\Delta_{\rm KS}+4K},\qquad W_d=J,\qquad (vv|W|vv)=J_{vv}.
\label{W}
\end{equation}

\subsection{The gap error}

Quasiparticles are taken in the static COHSEX form of $GW$: $\Sigma_{\rm SEX}(\mathbf r,\mathbf r')=-\phi_v(\mathbf r)\phi_v(\mathbf r')W(\mathbf r,\mathbf r')$ and $\Sigma_{\rm COH}=\tfrac12\delta(\mathbf r-\mathbf r')[W-w](\mathbf r,\mathbf r)$. The diagonal elements of the first are $-(vv|W|vv)$ and $-W_x$; $vc$ elements vanish by parity.

Acting on the occupied orbital, $\Sigma_{\rm SEX}$ is a multiplication:
\begin{equation}
\int\Sigma_{\rm SEX}(\mathbf r,\mathbf r')\phi_v(\mathbf r')\,d\mathbf r'=v_{\rm loc}(\mathbf r)\phi_v(\mathbf r),\qquad
v_{\rm loc}(\mathbf r)=-\int\phi_v^2(\mathbf r')W(\mathbf r,\mathbf r')\,d\mathbf r' .
\end{equation}
Replacing $\Sigma_{\rm SEX}$ by $v_{\rm loc}$ leaves $\phi_v$, its energy and the density unchanged, so it defines the KS system that belongs to COHSEX. This step relies on there being only one occupied orbital in the unit. The Coulomb hole is already local and is common to both Hamiltonians, as are the Hartree term and the one-electron operator $h$. The two differ only in the $cc$ element, which is $-W_x$ for $\Sigma_{\rm SEX}$ and $-W_d$ for $v_{\rm loc}$. Therefore
\begin{equation}
\Delta_{\rm QP}-\Delta_{\rm KS}=W_d-W_x .
\label{gap}
\end{equation}
In the local potential the empty level is pulled down by the attraction to a hole in $v$; an added electron feels no such hole.

For explicit values, the delta function is resolved in the two orbitals, $\Sigma^{\rm COH}_{pp}=\tfrac12\sum_r(pr|W-w|rp)$, which by \eqref{W} is $\tfrac12(W_x-K)$ for both levels and leaves both gaps alone. (With the delta function itself and the same two orbitals, it would shift both gaps equally. In a larger basis the empty orbitals of the two Hamiltonians differ, and \eqref{gap} is then only a first-order estimate.) By parity $v_{\rm loc}$ is unscreened and equals minus half the Hartree potential. The Hartree elements are $2J_{vv}$ and $2J$, so
\begin{equation}
\Delta_{\rm KS}=(h_{cc}+2J-J)-(h_{vv}+2J_{vv}-J_{vv})=h_{cc}-h_{vv}+J-J_{vv}.
\label{gks}
\end{equation}

\section{The formula}

Insert $\Delta=\Delta_{\rm QP}$ from \eqref{gap} in \eqref{D}. The terms $+W_d$ from the gap and $-W_d$ from the kernel cancel, and the two $-W_x$ add:
\begin{align}
D_{\rm BSE}&=\Delta_{\rm KS}+4K-2W_x,\\
D_{\rm RPA@KS}&=\Delta_{\rm KS}+4K=D_{\rm BSE}+2W_x,\\
D_{\rm RPA@QP}&=\Delta_{\rm QP}+4K=D_{\rm BSE}+W_d+W_x .
\end{align}
Dropping the attraction alone makes an error $W_d+W_x$ in the denominator. Using the KS gap removes $W_d-W_x$ of it, a fraction $(W_d-W_x)/(W_d+W_x)$, and leaves $2W_x$. The large term, the interaction of two net charges, cancels exactly; the residue is the interaction of neutral transition densities. A semilocal functional has its own gap $\Delta_{\rm sl}=\Delta_{\rm KS}+\delta$, and with the orbitals fixed by symmetry
\begin{equation}
\frac{\alpha_{\rm RPA@sl}}{\alpha_{\rm BSE}}=\frac{D_{\rm BSE}}{D_{\rm BSE}+\delta+2W_x}.
\label{ratio}
\end{equation}
The match is thus approximate. It is exact only for $\delta=-2W_x$, which nothing enforces; it is good when $|\delta+2W_x|\ll D_{\rm BSE}$; and the RPA overshoots when $\delta<-2W_x$.

Two limits fix the meaning of the residue. For $K\to0$, $W_x\to0$ and the opening case returns. For no screening, $W=w$, COHSEX becomes Hartree--Fock and $D=\Delta_{\rm KS}+2K$. In time-dependent density-functional theory a kernel $f_{xc}$ adds to the Hartree term, so $D=\Delta_{\rm KS}+4[K+(\rho|f_{xc}|\rho)]$; the residue corresponds to $(\rho|f_{xc}|\rho)=-W_x/2$, which in the unscreened limit is the exchange kernel $-w/2$ of two electrons. What RPA@KS omits is this kernel element between transition densities on the same unit.

The other combination is simpler still: $A-B=\Delta_{\rm QP}-W_d+W_x=\Delta_{\rm KS}$, so $\Omega_{\rm BSE}^2=\Delta_{\rm KS}D_{\rm BSE}$. At high frequency \eqref{dyn} tends to $-4d^2(A-B)/\omega^2$, so $A-B$ measures the oscillator strength. The BSE has the KS strength. A bare gap shift with unchanged $d$, as in RPA@QP, inflates it by $\Delta_{\rm QP}/\Delta_{\rm KS}$.

\subsection{The exact solution}

The cancellation of $J$ can be checked without $GW$. The spatial singlet states are $\phi_v\phi_v$, $\phi_c\phi_c$ and $S=(\phi_v\phi_c+\phi_c\phi_v)/\sqrt2$, with energies $E_{vv}=2h_{vv}+J_{vv}$, $E_{cc}=2h_{cc}+J_{cc}$, $E_S=h_{vv}+h_{cc}+J+K$. The two even states are coupled by $K$. With $b=(E_{cc}-E_{vv})/2$ their matrix is $E_{vv}+b$ plus $\begin{pmatrix}-b&K\\K&b\end{pmatrix}$. Set $b=s\cos2\theta$, $K=s\sin2\theta$, $s=\sqrt{b^2+K^2}$. The vector $(\cos\theta,-\sin\theta)$ has eigenvalue $-s$; the first row gives $-s(\cos2\theta\cos\theta+\sin2\theta\sin\theta)=-s\cos\theta$, and the second gives $s\sin(2\theta-\theta)=s\sin\theta$. So $E_0=E_{vv}+b-s$. The operator $z_1+z_2$ connects $S$ to each even state with $2d/\sqrt2=\sqrt2d$, so the squared dipole from the ground state is $2d^2(\cos\theta-\sin\theta)^2=2d^2(1-K/s)$. Second-order theory gives $\alpha=2\cdot2d^2(1-K/s)/(E_S-E_0)$, that is
\begin{equation}
D_{\rm ex}=\frac{E_S-E_0}{1-K/s}.
\label{Dex}
\end{equation}

Now take two sites a distance $R$ apart with non-overlapping functions $u_1,u_2$, on-site repulsion $U$ and inter-site repulsion $V$. With $\phi_{v,c}=(u_1\pm u_2)/\sqrt2$ and $u_1u_2=0$, $\phi_v^2=\phi_c^2=(u_1^2+u_2^2)/2$ and $\rho=(u_1^2-u_2^2)/2$. Hence $J=J_{vv}=J_{cc}=(U+V)/2$, $K=(U-V)/2$, $|d|=R/2$, and $\Delta_{\rm KS}=b=2t\equiv\Delta$. Then $E_S-E_{vv}=\Delta+K$, $E_S-E_0=K+s$, and
\begin{equation}
D_{\rm ex}=\frac{s(s+K)}{s-K}=s+2K+\frac{2K^2}{s}+\dots=\Delta+2K+\frac{5K^2}{2\Delta}+\dots,
\end{equation}
using $(1+x)/(1-x)=1+2x+2x^2+\dots$ with $x=K/s$, and $s=\Delta+K^2/2\Delta+\dots$. No $J$ appears. The one- and three-electron energies are $h_{vv}$ and $2h_{vv}+h_{cc}+3J-K$ (three pairs, one of them with parallel spins in $v$ and $c$), and $E_0=2h_{vv}+J+\Delta-s$. Thus
\begin{equation}
E_g=(4h_{vv}+\Delta+3J-K)-(4h_{vv}+2J+2\Delta-2s)=J-K-\Delta+2s ,
\end{equation}
which is $\Delta+J-K$ to first order in $K$, in agreement with \eqref{gap}. Expanding \eqref{W} gives $W_x=K-4K^2/\Delta+\dots$ and $D_{\rm BSE}=\Delta+2K+8K^2/\Delta+\dots$. The BSE is right to first order in $K$; RPA@KS, with $\Delta+4K$, is right only to zeroth order; RPA@QP is wrong at zeroth order, by $J$.

The reason is the one seen at the start. Lowering the interaction uniformly by $P$ adds $-PN(N-1)/2$ to the Hamiltonian. This lowers $E_g$ by $P(3+0-2)=P$ and leaves every neutral response untouched.

\subsection{From the unit to a dielectric constant}

Place the units, all along $z$, on a simple cubic lattice of constant $a$ and density $n=a^{-3}$. They are taken not to overlap and to couple only through their leading multipoles. This is part of the model: at the spacing used below the units are not short compared with their distance, so the absolute values of $\varepsilon$ depend on it. A dipole $p\hat{\mathbf z}$ at $\mathbf r$ makes the field $pT$ along $z$ at the origin, $T=(3z^2-r^2)/r^5$. Take a needle-shaped sample along $z$; the macroscopic field inside equals the applied $F$, since the tangential field is continuous across the long surface. Split the sum of $T$ into a large sphere and the rest. Inside the sphere $\sum x^2/r^5=\sum y^2/r^5=\sum z^2/r^5$ by cubic symmetry, so the sum vanishes. The rest is a continuum of polarization $np$. Its cavity wall carries the surface charge $-np\cos\vartheta$, whose field at the centre is $np\int\cos^2\vartheta\,d\Omega=4\pi np/3$; the needle ends are too far away to count. So $p=\alpha(F+4\pi np/3)$, $p=\alpha F/(1-4\pi n\alpha/3)$, and $\varepsilon=1+4\pi np/F$. With $\alpha=4d^2/D$, multiplying numerator and denominator by $D$,
\begin{equation}
\varepsilon_{zz}=1+\frac{3L}{D-L},\qquad L=\frac{16\pi nd^2}{3},\qquad
\frac{\partial\varepsilon}{\partial\Delta}=-\frac{\varepsilon-1}{D-L}
\label{eps}
\end{equation}
(the derivative at fixed $K$ and $W$). This is the Clausius--Mossotti relation.

The neighbours also screen $W$. Now $\chi_0=-(4/\Delta_{\rm KS})\sum_j\rho_j\rho_j$. The matrix $\mathsf K_{ij}=(\rho_i|\rho_j)$ is $K$ on the diagonal and the dipole--dipole energy $-d^2T_{ij}$ off it. The Dyson equation among the $\rho_j$ is $\mathsf W=\mathsf K-(4/\Delta_{\rm KS})\mathsf K\mathsf W$, so $\mathsf W=\Delta_{\rm KS}(\Delta_{\rm KS}+4\mathsf K)^{-1}\mathsf K$; writing $\Delta_{\rm KS}=(\Delta_{\rm KS}+4\mathsf K)-4\mathsf K$ gives the first form below. A unit charge at site 0 couples to $\rho_j$ by $d\,\partial_z(1/r)=-g_j$, $g_j=d\,z_j/r_j^3$, $g_0=0$. Then $(\rho_j|W|cc)=-[\Delta_{\rm KS}(\Delta_{\rm KS}+4\mathsf K)^{-1}g]_j$, and inserting this in the Dyson equation for $W_d$,
\begin{align}
W_x&=\left[\mathsf K-4\mathsf K(\Delta_{\rm KS}+4\mathsf K)^{-1}\mathsf K\right]_{00},\\
W_d&=J-P,\qquad P=4g^{T}(\Delta_{\rm KS}+4\mathsf K)^{-1}g .
\end{align}
Seen from outside, $\phi_v^2$ and $\phi_c^2$ are both unit charges, so $(vv|W|vv)$ and $(cc|W|cc)$ drop by the same $P$. The Coulomb hole gains $-P/2$ on both levels and $v_{\rm loc}$ gains $+P$ on both, so $\Delta_{\rm KS}$ does not change. By \eqref{gap}, $\Delta_{\rm QP}$ drops by $P$ through $W_d$, and it also follows, with opposite sign, the change that the neighbours make in $W_x$ (small in the example below). Inter-site exchange terms need products of orbitals on different units and vanish, so the formulas for $D$ hold with the crystal $W_d,W_x$. The polarization term $P$, which is twice the relaxation energy around one added charge, drops out of $D_{\rm BSE}$ and never enters $D_{\rm RPA@KS}$.

In the two-level model, using the KS gap in the RPA cancels $W_d-W_x$ of the missing attraction $W_d+W_x$ and leaves $2W_x$ in the denominator of the static polarizability. What remains is to put numbers to this for H$_2$, a $\pi$ bond and a crystal, and to see where the identity behind it stops.
